# Gauss-Legendre Convergence of the Inverted Fuchs-Sondheimer Integral for Thick and Ultrathin Films

## The result

A metal film of thickness \(d\) carries a current parallel to its surfaces. Its electrons form a free-electron gas with bulk mean free path \(\lambda\). Each surface reflects a fraction \(p\) of them specularly, at all angles alike, with \(0\le p<1\), and scatters the rest diffusely. With \(\kappa=d/\lambda\), the ratio of bulk to film resistivity is

\[
s=\frac{\rho_0}{\rho}=1-\frac{3(1-p)}{2\kappa}J,\qquad
J=\int_1^\infty\left(\frac1{t^3}-\frac1{t^5}\right)\frac{1-e^{-\kappa t}}{1-p\,e^{-\kappa t}}\,dt .
\]

The inversion \(t=1/u\) turns this into an integral over a unit interval,

\[
J=\int_0^1 u(1-u^2)\,\frac{1-E}{1-pE}\,du,\qquad E=e^{-\kappa/u}.
\]

Let \(s_n\) be the value from \(n\) Gauss-Legendre nodes on \([0,1]\). For every \(n\ge2\),

\[
|s_n-s|\le\frac{3(1-p)^2}{8\kappa}\,\frac{e^{-\kappa}}{1-p\,e^{-\kappa}}, \tag{1}
\]

so two nodes suffice for a thick film. For \(\kappa\ll1\), put \(M=2n+1\) and \(X=\kappa^{1/3}M^{2/3}\). To leading order in large \(X\),

\[
s_n-s\simeq(1-p)^2\kappa\sqrt{12\pi}\,X^{-5/2}e^{-3X/2}\sin\!\left(\tfrac{3\sqrt3}{2}X-\tfrac{\pi}{6}\right). \tag{2}
\]

The error falls faster than any power of \(n\) but slower than geometrically, and the number of nodes needed for a given \(|s_n-s|/\kappa\) grows as \(\kappa^{-1/2}\).

## Where the integral comes from

Let \(u=|v_z|/v\) be the direction cosine to the film normal, and \(z\) the distance from the surface an electron last left. Its response to the field, relative to bulk, is built up along its past path. The part since the last surface encounter contributes \(1-e^{-a}\), with \(a=z/(\lambda u)\). Earlier parts count only if the electron was reflected specularly. Each earlier crossing of the film contributes \(1-E\), and each further one carries another factor \(pE\):

\[
g=1-e^{-a}+p\,e^{-a}(1-E)(1+pE+p^2E^2+\dots)
=1-e^{-a}\left[1-\frac{p(1-E)}{1-pE}\right].
\]

The bracket equals \((1-pE-p+pE)/(1-pE)=(1-p)/(1-pE)\), so

\[
g=1-\frac{(1-p)e^{-a}}{1-pE}.
\]

Averaging over the thickness uses

\[
\frac1d\int_0^d e^{-z/(\lambda u)}dz=\frac{u}{\kappa}(1-E).
\]

In-plane conduction weights directions by the squared in-plane velocity, proportional to \(1-u^2\). The normalized weight is \(\tfrac32(1-u^2)\), because \(\int_0^1(1-u^2)du=\tfrac23\). Hence

\[
s=1-\frac{3(1-p)}{2\kappa}\int_0^1u(1-u^2)\frac{1-E}{1-pE}\,du .
\]

The inversion gives the same integrand: \(dt=-du/u^2\), the minus sign reverses the limits, and \((u^3-u^5)/u^2=u-u^3\). The new variable is therefore the direction cosine itself. Large \(t\) means grazing flight, \(u\to0\).

## One and two nodes by hand

Take round model parameters \(\lambda=40\) nm, \(\rho_0=2\) µΩ cm and \(p=0.2\), with two thicknesses: \(d=400\) nm, so \(\kappa=10\), and \(d=2\) nm, so \(\kappa=0.05\). The prefactor \(3(1-p)/(2\kappa)\) is \(0.12\) for the thick film and \(24\) for the thin one.

**One node.** The rule has \(u=\tfrac12\) with weight 1, and \(u(1-u^2)=0.375\). In the thick film \(E=e^{-20}\) is negligible, so

\[
s_1=1-0.12\times0.375=0.955,\qquad \rho=2/0.955=2.094\ \text{µΩ cm}.
\]

In the thin film \(E=e^{-0.1}=0.9048\), and the surface factor is \(0.0952/0.8190=0.1162\). Then

\[
s_1=1-24\times0.375\times0.1162\approx-0.046 .
\]

The resistivity comes out negative, about \(-44\) µΩ cm. The one-node integral is about 25% too large. The prefactor 24 multiplies that error, and \(s\) is only what remains when the true \(24J\approx0.83\) is subtracted from 1.

**Two nodes.** The nodes are \(u=\tfrac12(1\mp1/\sqrt3)=0.2113,\ 0.7887\), each with weight \(\tfrac12\). The values of \(u-u^3\) are \(0.2019\) and \(0.2981\), with weighted sum \(0.2500\). For the thick film this gives

\[
s_2=1-0.12\times0.25=0.970,\qquad \rho=2.062\ \text{µΩ cm},
\]

which is the converged value to the digits shown. For the thin film the surface factors at the two nodes are \(0.2502\) and \(0.0756\), and

\[
J_2=\tfrac12(0.2019\times0.2502+0.2981\times0.0756)=0.0365,\qquad s_2=1-24J_2\approx0.123 .
\]

The resistivity is now 16.2 µΩ cm, against a converged 12.0 µΩ cm (120 nΩ m). The result is positive, but \(s_2\) is still 26% below \(s\).

## Thick films: why two nodes are enough

Separate the part of the integrand that survives when \(E\to0\):

\[
\frac{1-E}{1-pE}=1-h,\qquad h=\frac{(1-p)E}{1-pE}.
\]

A rule with \(n\ge2\) nodes integrates polynomials up to degree \(2n-1\ge3\) without error, so it gives \(\int_0^1(u-u^3)du=\tfrac14\). The whole error comes from \(h\). Since \(dh/dE=(1-p)/(1-pE)^2>0\) and \(E\le e^{-\kappa}\) on the interval,

\[
0\le h\le h_1=\frac{(1-p)e^{-\kappa}}{1-p\,e^{-\kappa}} .
\]

The Gauss weights are positive. The true integral of \((u-u^3)h\) and its \(n\)-node sum therefore both lie between 0 and \(h_1/4\), and they differ by at most \(h_1/4\). Multiplication by \(3(1-p)/(2\kappa)\) gives (1). One node fails because it returns \(\tfrac38\) instead of \(\tfrac14\) for the polynomial.

At \(\kappa=10\) the bound is \(1.1\times10^{-6}\). The actual relative errors are much smaller: \(5\times10^{-10}\) for \(n=2\) and \(5\times10^{-9}\) for \(n=4\). The increase is no contradiction, since (1) does not promise a monotonic decrease. The remainder raises \(s\) above \(0.97\) by only about \(4\times10^{-8}\), and the two-node sum happens to reproduce it more closely than the four-node sum does.

## Thin films: a reference value and the limit

Expanding \(h=(1-p)\sum_{k\ge1}p^{k-1}E^k\) and returning to \(t\) gives exponential integrals \(E_m(x)=\int_1^\infty t^{-m}e^{-xt}dt\):

\[
J=\frac14-(1-p)\sum_{k\ge1}p^{k-1}\left[E_3(k\kappa)-E_5(k\kappa)\right].
\]

This series involves no quadrature, and the errors quoted here are measured against it.

For \(p=0\) it also gives the thin limit. Integration by parts yields \(mE_{m+1}(x)=e^{-x}-xE_m(x)\), and for small \(x\), \(E_1(x)=L+O(x)\) with \(L=-\ln x-\gamma\), where \(\gamma\) is Euler's constant. Applying the recurrence up to order \(x^2\),

\[
E_3=\tfrac12-x+\tfrac34x^2+\tfrac12x^2L,\qquad
E_5=\tfrac14-\tfrac13x+\tfrac14x^2 .
\]

Thus \(J\simeq\tfrac23\kappa-\tfrac12\kappa^2(L+1)\) with \(x=\kappa\). The first term cancels the 1 in \(s\), leaving

\[
s\simeq\frac{3\kappa}{4}\left(\ln\frac1\kappa+1-\gamma\right).
\]

At \(\kappa=0.001\) this gives \(0.00550\), and the series agrees to that accuracy. The logarithm has a simple origin. For \(u\gg\kappa\) a diffuse film leaves an electron the average response \(1-(u/\kappa)(1-E)\simeq\kappa/(2u)\). Integrated with weight \(\tfrac32\) from \(u\sim\kappa\) to \(u\sim1\), this gives \(\tfrac34\kappa\ln(1/\kappa)\). Grazing electrons thus carry much of the current, and the rule has to sample them.

Near \(u=0\) the factor \(E\) switches from 0 to nearly 1 over a width of order \(\kappa\). To see whether nodes fall there, write \(u=\sin^2(\varphi/2)\), which maps the nodes to zeros of \(P_n(\cos\varphi)\). For small \(\varphi\) the Legendre equation becomes \(y''+y'/\varphi+(M/2)^2y=0\), where \(n(n+1)\) has been replaced by \((n+\tfrac12)^2=(M/2)^2\). Its regular solution is the Bessel function \(J_0(M\varphi/2)\), so the smallest node is

\[
u_1\simeq\frac{\varphi_1^2}{4}=\frac{j_{01}^2}{M^2},\qquad j_{01}\approx2.405 .
\]

For \(n=8\) this is \(0.020\), and for \(n=64\) it is \(0.00035\), both in agreement with the actual nodes to within 2%. The layer is reached when \(M\gtrsim j_{01}/\sqrt\kappa\). More generally, the nodes near zero scale as \(M^{-2}\) while the layer depends on \(u/\kappa\), so its sampling depends on \(M\sqrt\kappa\). This is the source of the \(\kappa^{-1/2}\) cost.

## The thin-film error law

**The error kernel.** On \([-1,1]\), consider the error of the rule for \(1/(z-x)\), with \(z\) off the interval, and split

\[
\frac1{z-x}=\frac{1}{P_n(z)}\left[\frac{P_n(z)-P_n(x)}{z-x}+\frac{P_n(x)}{z-x}\right].
\]

The first term is a polynomial in \(x\) of degree \(n-1\), which the rule integrates without error. The second vanishes at all nodes. The error is therefore

\[
k(z)=\frac1{P_n(z)}\int_{-1}^1\frac{P_n(x)}{z-x}dx=\frac{2Q_n(z)}{P_n(z)},
\]

where \(Q_n\) is the Legendre function of the second kind. With \(z=\cosh\eta\) and \(y=v/\sqrt{\sinh\eta}\), the Legendre equation becomes

\[
v''=\left[\frac{M^2}{4}-\frac1{4\sinh^2\eta}\right]v .
\]

For \(M|\eta|\gg1\) the growing solution \(P_n\) and the decaying solution \(Q_n\) behave as \(e^{\pm M\eta/2}/\sqrt{\sinh\eta}\), so \(Q_n/P_n\simeq Ce^{-M\eta}\). Large \(z\) fixes \(C\). If \(a_n\) is the leading coefficient of \(P_n\), then \(P_n\to a_nz^n\). Orthogonality gives \(\int x^nP_n\,dx=2/(Ma_n)\), hence \(Q_n\to z^{-n-1}/(Ma_n)\). With \(a_n^2\simeq4^n/(\pi n)\) and \(z\simeq e^\eta/2\),

\[
\frac{Q_n}{P_n}\to\frac{1}{Ma_n^2z^M}\simeq\frac{2\pi n}{2n+1}e^{-M\eta}\simeq\pi e^{-M\eta},
\qquad k\simeq2\pi e^{-M\eta}.
\]

**From kernel to film.** Cauchy's formula writes the error for an integrand \(f\) as \((2\pi i)^{-1}\oint f\,k\,dz\), taken counterclockwise around the interval. Choose \(u=(1-z)/2\), which is allowed because the rule is symmetric; then \(du\) supplies a factor \(\tfrac12\). On the lower half of the contour put \(\eta=-i\varphi\), so that \(z=\cos\varphi\), \(dz=-\sin\varphi\,d\varphi\), and \(\varphi\) runs from \(\pi\) to 0. This half gives \((2i)^{-1}I\), with

\[
I=\int_0^\pi f(u)\sin\varphi\,e^{iM\varphi}d\varphi,\qquad u=\sin^2\frac\varphi2,
\]

taken along a path displaced into \(\operatorname{Im}\varphi>0\). The upper half gives \(-(2i)^{-1}I^*\), so \(J-J_n\simeq\operatorname{Im}I\). The path may start at the singular point \(u=0\) provided it leaves in a direction where \(E\) decays. At \(u=1\) the integrand is analytic, and the path can pass around that end at a distance.

**The saddle.** The polynomial part of \(f\) causes no error. The leading remainder is \(-(1-p)u(1-u^2)E\). For small \(\varphi\), \(u\simeq\varphi^2/4\), \(\sin\varphi\simeq\varphi\) and \(1-u^2\simeq1\), so

\[
J-J_n\simeq-(1-p)\operatorname{Im}\int\frac{\varphi^3}{4}e^{S}d\varphi,\qquad S=-\frac{4\kappa}{\varphi^2}+iM\varphi .
\]

Setting \(S'=8\kappa/\varphi^3+iM=0\) gives \(\varphi_0^3=8i\kappa/M\), or \(\varphi_0=2(\kappa/M)^{1/3}e^{i\pi/6}\). There \(iM\varphi_0=-8\kappa/\varphi_0^2\), hence

\[
S_0=-\frac{12\kappa}{\varphi_0^2}=-3Xe^{-i\pi/3}=-\frac32X+i\frac{3\sqrt3}{2}X,\qquad S_0''=-\frac{24\kappa}{\varphi_0^4}.
\]

The Gaussian integral through the saddle is \(\sqrt{2\pi/(-S_0'')}=\varphi_0^2\sqrt{\pi/(12\kappa)}\). Since \(\varphi_0^5/4=8(\kappa/M)^{5/3}e^{5i\pi/6}\),

\[
J-J_n\simeq-8(1-p)\left(\frac{\kappa}{M}\right)^{5/3}\sqrt{\frac{\pi}{12\kappa}}\;e^{-3X/2}\sin\!\left(\tfrac{3\sqrt3}{2}X+\tfrac{5\pi}{6}\right).
\]

Finally \(s_n-s=\frac{3(1-p)}{2\kappa}(J-J_n)\). The numerical factor is \(12\sqrt{\pi/12}=\sqrt{12\pi}\), the powers combine as \(\kappa^{1/6}M^{-5/3}=\kappa X^{-5/2}\), and \(-\sin(\theta+5\pi/6)=\sin(\theta-\pi/6)\). This is (2).

Both approximations are consistent: \(M|\varphi_0|=2X\) is large when \(X\) is, and \(\varphi_0\) is small when \(\kappa\ll M\). The exponent needs a stricter condition: since \(1/\sin^2(\varphi/2)=4/\varphi^2+\tfrac13+\dots\), replacing \(u\) by \(\varphi^2/4\) in \(E\) drops a factor \(e^{-\kappa/3}\), which is close to 1 only for \(\kappa\ll1\). Terms with \(E^k\), \(k\ge2\), have \(\kappa\) replaced by \(k\kappa\), hence \(X\) by \(k^{1/3}X\), and decay faster. Their prefactor carries \(p^{k-1}\) and also grows as \(k^{7/6}\), from \((k\kappa)^{5/3-1/2}\). The \(k=2\) term has relative amplitude \(p\,2^{7/6}e^{-0.39X}\), about \(0.18p\) at \(X=6.4\) and \(0.045p\) at \(X=10\). As \(p\to1\) only the faster decay in \(X\) suppresses these terms.

For \(\kappa=0.01\), \(p=0\) and \(n=150\), formula (2) gives \(-5.2\times10^{-11}\), against an actual error of \(-4.3\times10^{-11}\). At \(n=80\) it gives \(-1.4\times10^{-8}\) against \(-2.3\times10^{-8}\): the sign and order of magnitude are right, but the omitted corrections of relative order \(1/X\) matter. The envelope, (2) without its sine, is not a bound; at \(n=110\) the actual error slightly exceeds it.

## The method in general

1. Compute \(\kappa=d/\lambda\) and map the Gauss nodes and weights from \([-1,1]\) to \([0,1]\).
2. At each node evaluate \(1-E\) with a function for \(e^x-1\) that stays accurate at small \(x\), so that \(1-E\) keeps its digits when \(\kappa/u\) is small. The subtraction from 1 in step 3 still cancels digits when \(s\) is small; in double precision the relative rounding error of \(s_{64}\) at \(p=0.2\) is about \(4\times10^{-11}\) at \(\kappa=10^{-6}\).
3. Sum to obtain \(J_n\), then form \(s_n\) and \(\rho=\rho_0/s_n\).
4. For a thick film, use (1) to decide whether two nodes suffice. For a thin film, start with \(n\) proportional to \(\kappa^{-1/2}\) and check with a substantially larger \(n\).

The last check should cover several values of \(n\). The error oscillates, so two results can agree closely while both are still wrong.

For the 2 nm film the relative error of \(s\) is 6% at \(n=4\), \(7\times10^{-4}\) at \(n=8\), \(4\times10^{-5}\) at \(n=16\) and \(1\times10^{-6}\) at \(n=32\). The resistivity lies below its converged value at \(n=8\), above it at \(n=16\) and below it again at \(n=32\), which shows the oscillation directly.

For \(p=0.2\), the relative error stays below \(10^{-6}\) (for all \(n\) up to 320) from 2 nodes on at \(\kappa=10\), 9 at \(\kappa=1\), 23 at \(0.1\), 71 at \(0.01\) and 220 at \(0.001\). Because of the oscillation it dips below \(10^{-6}\) earlier in the thin films, first at \(n=17\), 54 and 171, and then rises above it again. In the last three cases \(n\sqrt\kappa\) is 7.3, 7.1 and 7.0, nearly constant as the scaling predicts. Strict constancy is not expected, because the scaling law concerns \(|s_n-s|/\kappa\), while \(s/\kappa\) itself grows logarithmically as the film thins. With the tolerance fixed on \(|s_n-s|/\kappa\) at its value for \(\kappa=0.01\), the count at \(0.001\) becomes 226, and \(M\sqrt\kappa\) is 14.3 for both \(0.01\) and \(0.001\). The count at \(0.1\) remains 23, with \(M\sqrt\kappa=14.9\), so the logarithm does not account for that step.

The scaling can be tested more directly. Dividing \(\kappa\) by 9 while tripling \(M\) leaves \(X\) unchanged. Going from \(\kappa=0.01\), \(n=10\) to \(\kappa=0.01/9\), \(n=31\) at \(p=0\), the scaled error \((s_n-s)/\kappa\) is \(-0.222\) in both cases. The scaling thus holds even where \(X\) is too small for (2) to be accurate.

Numerical convergence does not make the model valid. It omits subband quantization, grain-boundary scattering, any angular dependence of \(p\), and any change of \(\rho_0\) or \(\lambda\) with thickness. At 2 nm these omissions can matter far more than the quadrature error, so the 12.0 µΩ cm found here is the converged value of the model integral, not a prediction for a real film. The numerical output lists the remaining values.

## Numbers as computed

```
mean free path = 40.0 nm
bulk resistivity = 2.00 microohm cm
specularity p = 0.20 (dimensionless)
d = 400.0 nm: kappa = 10.000, s = 0.97000004, resistivity = 2.061856 microohm cm
d = 2.0 nm: kappa = 0.050, s = 0.16636128, resistivity = 12.022029 microohm cm
thick-film bound on |s_n-s| at 400 nm = 1.09e-06 (dimensionless)
Resistivity in microohm cm and relative error of s:
n= 1  d=400 nm: 2.094241, 1.5e-02  |  d=2 nm: -43.762583, 1.3e+00
n= 2  d=400 nm: 2.061856, 5.1e-10  |  d=2 nm: 16.215734, 2.6e-01
n= 4  d=400 nm: 2.061856, 4.7e-09  |  d=2 nm: 12.777951, 5.9e-02
n= 8  d=400 nm: 2.061856, 2.7e-13  |  d=2 nm: 12.013119, 7.4e-04
n=16  d=400 nm: 2.061856, 0.0e+00  |  d=2 nm: 12.022544, 4.3e-05
n=32  d=400 nm: 2.061856, 2.2e-16  |  d=2 nm: 12.022016, 1.1e-06
n=64  d=400 nm: 2.061856, 0.0e+00  |  d=2 nm: 12.022029, 3.1e-09
Nodes for relative error below 1e-06, p = 0.2, checked to n = 320:
kappa = 10.000: n = 2, n*sqrt(kappa) = 6.32
kappa = 1.000: n = 9, n*sqrt(kappa) = 9.00
kappa = 0.100: n = 23, n*sqrt(kappa) = 7.27
kappa = 0.010: n = 71, n*sqrt(kappa) = 7.10
kappa = 0.001: n = 220, n*sqrt(kappa) = 6.96
Smallest node u_1 (dimensionless):
n = 8: u_1 = 0.019855, Bessel estimate = 0.020011
n = 64: u_1 = 0.000347, Bessel estimate = 0.000348
Thin-film error s_n-s at kappa = 0.01, p = 0 (dimensionless):
n = 80: X = 6.376, actual = -2.335e-08, saddle = -1.376e-08, envelope = 4.199e-08
n = 110: X = 7.875, actual = 2.689e-09, saddle = 2.314e-09, envelope = 2.614e-09
n = 150: X = 9.676, actual = -4.268e-11, saddle = -5.175e-11, envelope = 1.048e-10
Scaled error (s_n-s)/kappa, kappa = 0.01 and 0.01/9, p = 0:
n = 10 and 31: -2.22218e-01 and -2.22032e-01
n = 30 and 91: 1.95257e-03 and 1.95368e-03
thin limit at kappa = 0.001, p = 0: s = 0.00549790, reference = 0.00549840
bounce-sum check at kappa = 1, p = 0.5: s = 0.82910865, reference = 0.82910865
```
